# The First-Order Breit Energy of the Hydrogenic 1s² Shell

## The problem

Two electrons occupy the spin-up and spin-down Dirac 1s orbitals, $\psi_+$ and $\psi_-$, of a fixed point nucleus of charge $Z$. In hartree atomic units ($c=1/\alpha$) the Breit operator is $B=G+R$, with a Gaunt term and a gauge term,

$$G=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}},\qquad R=\frac12\left[\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}-\frac{(\boldsymbol\alpha_1\cdot\mathbf r_{12})(\boldsymbol\alpha_2\cdot\mathbf r_{12})}{r_{12}^3}\right].$$

Here $\boldsymbol\alpha_1,\boldsymbol\alpha_2$ are Dirac matrices, and $\alpha$ without an index is the fine-structure constant. Find the expectation value of $B$ for this configuration, its leading term in $Z\alpha$, and the share of the gauge term.

In no-pair theory $B$ stands between projectors onto positive-energy orbitals, here those of the Dirac Hamiltonian in the field of this nucleus. The determinant is built from such orbitals, so the projectors leave it, and this expectation value, unchanged.

## A tempting solution, which is wrong

**The orbital.** Write

$$\psi_m=\begin{pmatrix} g(r)\,\chi_m\\ i f(r)\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_m\end{pmatrix},\qquad m=\pm .$$

With energy $\varepsilon$ measured from the rest energy, the Dirac equation becomes

$$c\left(f'+\frac{2f}{r}\right)=\left(\varepsilon+\frac Zr\right)g,\qquad -c\,g'=\left(\varepsilon+2c^2+\frac Zr\right)f .$$

Insert $g\propto r^{\gamma-1}e^{-Zr}$ and $f=\eta g$. The $1/r$ terms give $\eta(1+\gamma)=Z\alpha$ and $\eta=(1-\gamma)/(Z\alpha)$, hence $\gamma=\sqrt{1-Z^2\alpha^2}$. The constant terms both give $\varepsilon=-c^2(1-\gamma)$.

Since $\eta^2=(1-\gamma)/(1+\gamma)$, we have $\eta/(1+\eta^2)=Z\alpha/2$. The product of the two components, which the currents need, is therefore

$$w(r)\equiv4\pi r^2 gf=\frac{Z\alpha}{2}\,n(r),\qquad n(r)=\frac{(2Z)^{2\gamma+1}}{\Gamma(2\gamma+1)}\,r^{2\gamma}e^{-2Zr},$$

where $n=4\pi r^2(g^2+f^2)$ is the normalized radial density.

**The current.** The matrix $\alpha_k$ couples upper to lower components:

$$\psi_m^\dagger\alpha_k\psi_m=i g f\,\hat r_l\,\chi_m^\dagger[\sigma_k,\sigma_l]\chi_m=-2gf\,\epsilon_{klp}\hat r_l s_p .$$

In vector form,

$$\mathbf j=2gf\,\mathbf s\times\hat{\mathbf r},\qquad \mathbf s=\chi_m^\dagger\boldsymbol\sigma\chi_m=\pm\hat{\mathbf z}.$$

**The Gaunt integral.** For currents with spin vectors $\mathbf s$ and $\mathbf t$,

$$(\mathbf s\times\hat{\mathbf r}_1)\cdot(\mathbf t\times\hat{\mathbf r}_2)=(\mathbf s\cdot\mathbf t)(\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2)-(\mathbf s\cdot\hat{\mathbf r}_2)(\mathbf t\cdot\hat{\mathbf r}_1).$$

By isotropy, $\int d\Omega_1d\Omega_2\,\hat r_{1i}\hat r_{2j}/r_{12}$ is $\delta_{ij}/3$ times its trace. Only the dipole term of the Legendre series of $1/r_{12}$ survives in the trace, which is $(4\pi)^2\,r_</(3r_>^2)$. Contracting with $\delta_{ij}$ turns the vector expression into $3\,\mathbf s\cdot\mathbf t-\mathbf s\cdot\mathbf t=2\,\mathbf s\cdot\mathbf t$. Including the factor $2\times2$ from the currents and the minus sign of $G$,

$$\langle G\rangle_{\mathbf s,\mathbf t}=-\frac89\,(\mathbf s\cdot\mathbf t)\,K,\qquad K=\int_0^\infty\!\!\int_0^\infty w(r_1)w(r_2)\frac{r_<}{r_>^2}\,dr_1dr_2 .\tag{1}$$

**The leading value of $K$.** For $\gamma\to1$, $w=2\alpha Z^4r^2e^{-2Zr}$. The two orderings of the radii contribute equally, so

$$K=2(2\alpha Z^4)^2\int_0^\infty\! dr_<\,r_<^3e^{-2Zr_<}\int_{r_<}^\infty\! dr_>\,e^{-2Zr_>}
=\frac{8\alpha^2Z^8}{2Z}\,\frac{3!}{(4Z)^4}=\frac{3}{32}\alpha^2Z^3 .$$

**The conclusion drawn.** The electrons have opposite spins, so exchange is dropped, as it is for the Coulomb repulsion. The direct element has $\mathbf s\cdot\mathbf t=-1$, and the Gaunt energy comes out as $8K/9=\alpha^2Z^3/12$.

## Where it fails

Everything up to the last paragraph stands. The fault is the dropped exchange. For the determinant $(|{+-}\rangle-|{-+}\rangle)/\sqrt2$ and an operator symmetric in the electrons,

$$E_B=\langle{+-}|B|{+-}\rangle-\langle{+-}|B|{-+}\rangle .$$

Coulomb exchange contains the transition density $\psi_+^\dagger\psi_-=(g^2+f^2)\chi_+^\dagger\chi_-=0$. Breit exchange contains the transition current $\psi_+^\dagger\boldsymbol\alpha\psi_-$, and $\boldsymbol\alpha$ carries a Pauli matrix that can flip the spin. The algebra for the current holds with different spinors on the two sides, with

$$\mathbf s_{+-}=\chi_+^\dagger\boldsymbol\sigma\chi_-=(1,-i,0),\qquad \mathbf s_{-+}=(1,i,0).$$

## The right solution

**Gaunt term.** The matrix elements enter (1) as they stand, without further complex conjugation, so $\mathbf s_{+-}\cdot\mathbf s_{-+}=1+(-i)(i)=2$. The exchange element is $-16K/9$, and

$$\langle G\rangle=\frac89K-\left(-\frac{16}9K\right)=\frac83K .\tag{2}$$

The spin factor in (1) has become $-1-2=-3$, the value of $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$ in a singlet. The direct element had kept its $z$ part and lost the $x$ and $y$ parts. With the leading $K$,

$$\langle G\rangle\simeq\frac83\cdot\frac3{32}\,\alpha^2Z^3=\frac{\alpha^2Z^3}{4}.$$

**Gauge term.** Differentiating $r_{12}$ once with respect to each position gives

$$\partial_{1i}\partial_{2j}r_{12}=-\left(\frac{\delta_{ij}}{r_{12}}-\frac{r_{12,i}\,r_{12,j}}{r_{12}^3}\right).$$

Hence $R=-\tfrac12\alpha_{1i}\alpha_{2j}\,(\partial_{1i}\partial_{2j}r_{12})$. Two integrations by parts, whose signs cancel, give for currents between the bound $s_{1/2}$ orbitals used here

$$\langle R\rangle=-\frac12\iint(\nabla\cdot\mathbf j_1)(\nabla\cdot\mathbf j_2)\,r_{12}\,d^3r_1d^3r_2 .\tag{3}$$

The surface terms vanish. The currents decay exponentially at large $r$. Near the nucleus each orbital behaves as $r^{\gamma-1}$, so a current grows no faster than $r^{2\gamma-2}$, and its flux through a small sphere of radius $r$ vanishes at least as fast as $r^{2\gamma}$. Each 1s current has the form $u(r)\,\mathbf s\times\mathbf r$, for which

$$\nabla\cdot(u\,\mathbf s\times\mathbf r)=\frac{u'}{r}\,\mathbf r\cdot(\mathbf s\times\mathbf r)-u\,\mathbf s\cdot(\nabla\times\mathbf r)=0 .$$

The gauge term therefore vanishes in the direct and the exchange element separately, for every $Z\alpha<1$. Its two halves do not vanish: the first is $-\tfrac12\langle G\rangle$, so the second must be $+\tfrac12\langle G\rangle$. The answer to the problem is

$$E_B=\frac83K\simeq\frac{\alpha^2Z^3}{4}\ \text{hartree}.$$

The relation $E_B=8K/3$ used only the angular form of the orbitals. It also holds for a closed $s_{1/2}^2$ shell with other real, bound radial functions, such as those of a screened atom, though $K$ then changes.

**When the gauge term survives.** For two orbitals in the same local potential $V$, the Dirac equation reads $\boldsymbol\alpha\cdot\nabla\psi_b=(i/c)[\varepsilon_b-V-(\beta-1)c^2]\psi_b$. Adding the adjoint equation for $\psi_a$ gives

$$\nabla\cdot(\psi_a^\dagger\boldsymbol\alpha\psi_b)=\frac{i(\varepsilon_b-\varepsilon_a)}{c}\,\psi_a^\dagger\psi_b .$$

By (3), the exchange element of $R$ between 1s and 2s orbitals of equal spin is

$$-\frac{(\varepsilon_{2s}-\varepsilon_{1s})^2}{2c^2}\iint\rho_{ab}(1)\,\rho_{ba}(2)\,r_{12}\,d^3r_1d^3r_2,\qquad \rho_{ab}=\psi_{1s}^\dagger\psi_{2s},\quad \rho_{ba}=\psi_{2s}^\dagger\psi_{1s} .$$

For $Z=47$ it is 0.0192 hartree. The zero found above rests on divergence-free currents, which by the formula for the divergence arise when the two orbitals have equal energy or their transition density $\psi_a^\dagger\psi_b$ vanishes at every point; it is no general property of $R$.

## What the leading term means

At lowest order $f=(Z\alpha/2)g$ and $g^2=\rho=(Z^3/\pi)e^{-2Zr}$, the density of one electron. Since $\nabla\rho=-2Z\rho\,\hat{\mathbf r}$,

$$\mathbf j=Z\alpha\rho\,\mathbf s\times\hat{\mathbf r}=\frac\alpha2\nabla\rho\times\mathbf s=\nabla\times\left(\frac\alpha2\rho\,\mathbf s\right).$$

This is the current of a spin magnetization. The isotropy argument leaves a factor $1-\tfrac13=\tfrac23$, and integration by parts with $\nabla^2(1/r_{12})=-4\pi\delta(\mathbf r_{12})$ gives

$$\iint\frac{\nabla_1\rho(1)\cdot\nabla_2\rho(2)}{r_{12}}\,d^3r_1d^3r_2=4\pi\int\rho^2d^3r .$$

With the spin factor $-3$,

$$\langle G\rangle\simeq-\frac{\alpha^2}{4}(-3)\,\frac23\,4\pi\int\rho^2d^3r=2\pi\alpha^2\int\rho^2d^3r .$$

Here $\int\rho^2d^3r=(Z^6/\pi^2)\,4\pi\cdot2/(4Z)^3=Z^3/(8\pi)$, which again gives $\alpha^2Z^3/4$. The leading Breit energy is thus a contact interaction between the two spin moments, positive in the singlet.

## Beyond leading order

Put $x=2Zr$ in $K$ and let $G(a,x)=\int_0^xt^{a-1}e^{-t}dt$. With $b=2\gamma-1$, equation (2) becomes

$$E_B=\frac83\,\frac{\alpha^2Z^3J}{\Gamma(b+2)^2},\qquad J=\int_0^\infty x^{b-1}e^{-x}\,G(b+3,x)\,dx .$$

Take $b>0$, that is $Z\alpha<\sqrt3/2$. Using $G(a+1,x)=aG(a,x)-x^ae^{-x}$ three times,

$$G(b+3,x)=b(b+1)(b+2)G(b,x)-e^{-x}\left[(b+1)(b+2)x^b+(b+2)x^{b+1}+x^{b+2}\right].$$

The first term integrates to a multiple of $\Gamma(b)^2/2$, because $x^{b-1}e^{-x}$ is the derivative of $G(b,x)$. The others are gamma integrals with $e^{-2x}$, whose sum is $\Gamma(2b)/2^{2b}$ times

$$(b+1)(b+2)+b(b+2)+\tfrac12b(2b+1)=\tfrac12(2b+1)(3b+4).$$

Therefore

$$J=\frac{b(b+1)(b+2)\Gamma(b)^2}{2}-\frac{(2b+1)(3b+4)\Gamma(2b)}{2^{2b+1}} .$$

At $b=1$ this is $3-\tfrac{21}8=\tfrac38$, which returns $\alpha^2Z^3/4$. For the next order, let $\psi$ be the logarithmic derivative of $\Gamma$, with $\psi(2)=\psi(1)+1$ and $\psi(3)=\psi(1)+\tfrac32$. At $b=1$,

$$\begin{aligned}
\frac{dJ}{db}&=3\left[\frac{11}6+2\psi(1)\right]-\frac{21}8\left[\frac23+\frac37+2\psi(2)-2\ln2\right]\\
&=-\frac{21}8+\frac34\psi(1)+\frac{21}4\ln2 .
\end{aligned}$$

Dividing by $J=\tfrac38$ and subtracting $2\psi(3)$ for the denominator $\Gamma(b+2)^2$ gives the logarithmic derivative $14\ln2-10$ of $E_B$. Since $b\simeq1-(Z\alpha)^2$,

$$E_B=\frac{\alpha^2Z^3}{4}\left[1+(10-14\ln2)(Z\alpha)^2+\dots\right],\qquad 10-14\ln2\approx0.296 .$$

## Heliumlike silver

For Ag⁴⁵⁺, $Z=47$ and $Z\alpha=0.34298$. The leading term is

$$\frac{(Z\alpha)^2Z}{4}=\frac{0.34298^2\times47}{4}=1.382\ \text{hartree}.$$

The radial integral is $K=0.5377$ hartree. The direct part is $8K/9=0.478$ hartree, and subtracting the exchange element $-0.956$ hartree gives

$$E_B=0.478+0.956=1.434\ \text{hartree}=39.0\ \text{eV}.$$

The tempting solution would have kept one third of this. The halves of the gauge term are $-0.717$ and $+0.717$ hartree.

The total lies 3.7% above the leading term. The next-order formula gives 1.430 hartree, about 0.3% below the total. It worsens in stronger fields: at $Z\alpha=0.6$ the ratio of $E_B$ to its leading term is 1.137, while two terms of the series give 1.107.

The first-order Coulomb repulsion in the same orbitals is 30.75 hartree, so the Breit energy is 4.7% of it. These are first-order values for unscreened orbitals and a point nucleus; orbital relaxation, correlation, nuclear size and radiative corrections are outside the model. The numerical check checks the matrix elements by integrating the four-component spinors directly.

## Computed results

```
Heliumlike silver, hydrogenic Dirac 1s^2, point nucleus
nuclear charge Z                        47
fine-structure constant alpha           0.007297353
Z alpha                                 0.342976
gamma = sqrt(1-(Z alpha)^2)             0.939344
radial integral K                       0.537723 hartree
Gaunt direct element                    0.477976 hartree
Gaunt exchange element (before minus)   -0.955951 hartree
Gaunt energy, direct minus exchange     1.433927 hartree
gauge term, a1.a2/r12 half              -0.716963 hartree
gauge term, (a1.r12)(a2.r12) half       0.716963 hartree
gauge energy, quadrature residue        -7.8e-16 hartree
Breit energy, 6D quadrature             1.433927 hartree
Breit energy, closed form               1.433927 hartree
Breit energy, converted                 39.019 eV
leading term alpha^2 Z^3/4              1.382179 hartree
leading plus next order                 1.430295 hartree
Breit energy / leading term             1.037440
Coulomb repulsion, Dirac orbitals       30.75116 hartree
Coulomb repulsion, 5Z/8                 29.37500 hartree
Breit / Coulomb, Dirac orbitals         0.04663
Control: 1s-2s exchange element of the gauge term, same Z
energy gap 2s minus 1s                  852.0912 hartree
from spinors, 6D quadrature             0.019237 hartree
from current divergence                 0.019237 hartree
Leading-order coefficients, symbolic (dimensionless)
K / (alpha^2 Z^3)                       3/32
E_B / (alpha^2 Z^3), radial integral    1/4
E_B / (alpha^2 Z^3), contact integral   1/4
next coefficient 10 - 14 ln 2           0.295939
same, numerically from closed form      0.295940
6D quadrature / leading term at Z = 1   1.000016
Z alpha   E_B/(alpha^2 Z^3/4)   1+(10-14 ln 2)(Z alpha)^2
0.1       1.002977              1.002959
0.2       1.012124              1.011838
0.4       1.052379              1.047350
0.6       1.137084              1.106538
```
